# Why higher ion flux can leave more damage in silicon

Suppose that two silicon wafers receive the same ions, at the same energy, fluence and temperature, but one implant takes a second and the other a hundredth of a second. If damage were a function of fluence alone, the wafers would have to be equally damaged. A recipe moved from a weak beam to a strong one on that assumption can give the wrong defect content, because some damage heals while the implant is still running. What matters is whether another ion lands nearby before the healing is complete.

It is tempting to picture two collision cascades colliding with each other. The violent phase of a cascade lasts roughly 10 ps, far too short for that at ordinary fluxes. The encounter considered here is between a new cascade and the defects left by an older one. Those defects may live for milliseconds, and this lifetime is the clock against which the flux must be measured.

## The model and the sign of the effect

Let $\phi$ be the flux, in ions per area and time, and $\Phi$ the fluence, in ions per area. A uniform beam delivers the fluence in the time $T=\Phi/\phi$. Ions land independently and at random.

Each ion leaves $s$ displaced atoms in stable defects. It also leaves a patch of unstable damage, which recovers completely if left alone. If a later ion lands within a lateral distance $d$ before recovery, the patch is locked into stable defects, for example because mobile defects join into clusters. Locking adds $u$ displaced atoms to the final count. The new ion's own patch then awaits its own fate. Stable damage already present is assumed, for now, not to capture defects.

The number $u$ is a net gain: any stable damage annihilated in the encounter has been subtracted. If $F$ is the fraction of patches that become locked, the retained damage per ion is

$$Y=s+uF .$$

Retained damage means what remains after the implant, once all unlocked patches have recovered, but before any furnace anneal. The model gives more damage at higher flux if $F$ rises and $u>0$. If encounters mainly caused vacancies and interstitials to annihilate, $u$ could be zero or negative, and the trend would vanish or reverse. Interaction alone therefore does not fix the sign; a net gain from locking is a physical input.

## The race between recovery and impact

A patch can be locked by an impact anywhere in the area $\sigma=\pi d^2$ around it. The expected number of such impacts in a time $t$ is $\phi\sigma t$. Divide $t$ into $n$ short steps. The probability of no impact in any step is

$$\left(1-\frac{\phi\sigma t}{n}\right)^n\longrightarrow e^{-\phi\sigma t}
\qquad (n\to\infty).$$

The probability density of the waiting time to the first impact is minus the derivative of this expression:

$$w(t)=\frac{1}{t_i}e^{-t/t_i},\qquad t_i=\frac{1}{\phi\sigma}.$$

The mean of this density is $t_i$, the impact interval. It refers to the small area $\sigma$, not to the whole wafer, which is struck far more often.

Let recovery be a first-order process with mean lifetime $\tau$, so that a patch is still alive after time $t$ with probability $e^{-t/\tau}$. In a long implant, the locking probability is the density of a first impact at $t$, times the probability of survival until $t$, summed over all $t$:

$$q=\int_0^\infty \frac{dt}{t_i}\,e^{-t/t_i}e^{-t/\tau}
=\frac{1/t_i}{1/t_i+1/\tau}=\frac{\tau}{\tau+t_i}.$$

With the ratio

$$x=\frac{\tau}{t_i}=\phi\sigma\tau,$$

this becomes $q=x/(1+x)$. When $x\ll1$, patches usually recover first and $q\simeq\phi\sigma\tau$, which is linear in flux. When $x\gg1$, another ion usually arrives first and $q$ approaches one. The two outcomes are equally likely at $\phi=1/(\sigma\tau)$.

## Keeping the fluence fixed

A higher flux at fixed fluence also shortens the implant. An ion that lands near the end has few successors to lock its patch, so it must be shown that the shorter implant does not cancel the effect.

Consider a patch created when a time $r$ remains. The same integral now stops at $r$:

$$P(r)=\int_0^r\frac{dt}{t_i}e^{-t(1/t_i+1/\tau)}
=q\left[1-e^{-r(1/t_i+1/\tau)}\right].$$

Since $qt_i=\tau t_i/(\tau+t_i)$, the sum of rates is $1/t_i+1/\tau=1/(qt_i)$. It is convenient to measure the remaining time by the expected number of impacts still to come, $M=r/t_i$. Then

$$P(M)=q\left(1-e^{-M/q}\right).$$

Over the whole implant the expected number of impacts in $\sigma$ is $N=T/t_i=\sigma\Phi$, which does not depend on flux. Arrivals are uniform in time, so $M$ is uniform between $0$ and $N$. The average is

$$\begin{aligned}
F&=\frac1N\int_0^N q\left(1-e^{-M/q}\right)dM\\
&=\frac qN\left[M+q e^{-M/q}\right]_0^N\\
&=q-\frac{q^2}{N}\left(1-e^{-N/q}\right).
\end{aligned}$$

The subtracted term is the loss suffered by patches made too late to have a full chance of being locked.

The direction of the trend can be shown without assuming exponential recovery. Let $S(t)$ be the probability that an undisturbed patch is still alive after time $t$. It cannot increase with time. Substituting $t=mt_i$ in the locking integral gives

$$P(M)=\int_0^M e^{-m}S(mt_i)\,dm .$$

Raising the flux shortens $t_i$. The same number of impacts $m$ then corresponds to an earlier time, so $S(mt_i)$ stays the same or rises at every $m$. The limit $M$ is set by the fluence still to be delivered and does not change. Hence neither $P$ nor its average $F$ can fall. For exponential recovery, $S=e^{-m/x}$ rises strictly with $x$ for every $m>0$, and so does $F$. This is the causal argument in its shortest form: at higher flux the same sequence of impacts is compressed in time, so each successor finds the older patch younger.

Two limits show what flux can and cannot do. For $x\ll1$ and $x\ll N$, the exponential $e^{-N/q}$ is negligible and

$$F\simeq x-x^2\left(1+\frac1N\right).$$

The leading term is again the lifetime divided by the impact interval. In the opposite limit, $x\to\infty$ at fixed $N$, recovery no longer matters and $q\to1$:

$$F_{\max}=1-\frac{1-e^{-N}}{N}.$$

This ceiling lies below one because some patches have no later neighbour at all. For $N\ll1$, expanding $e^{-N}\simeq1-N+N^2/2$ gives $F_{\max}\simeq N/2$. At very low fluence, then, even an extremely intense beam locks little damage, because the ions land too far apart.

## Numbers for a low-fluence silicon implant

Take round parameters in the rough regime of 100 keV silicon ions entering silicon near room temperature: $\Phi=10^{12}\ \mathrm{cm^{-2}}$, $d=10$ nm, $\tau=10$ ms, $s=200$ and $u=800$ displaced atoms per ion. Then

$$\sigma=\pi(10^{-6}\ \mathrm{cm})^2=3.14\times10^{-12}\ \mathrm{cm^2},
\qquad N=\sigma\Phi=3.14 .$$

At $\phi=10^{13}\ \mathrm{cm^{-2}\,s^{-1}}$ the impact interval is $t_i=1/(\phi\sigma)=31.8$ ms. Thus $x=10/31.8=0.314$ and $q=0.314/1.314=0.239$. Since $N/q=13.1$, the exponential is negligible, and

$$F\simeq0.239\left(1-\frac{1}{13.1}\right)=0.221,
\qquad Y=200+800(0.221)=377 .$$

With fluence and temperature held fixed, the three fluxes give:

| Flux (cm⁻² s⁻¹) | $t_i$ (ms) | $F$ | $Y$ (atoms/ion) |
|---|---:|---:|---:|
| $10^{12}$ | 318 | 0.030 | 224 |
| $10^{13}$ | 31.8 | 0.221 | 377 |
| $10^{14}$ | 3.18 | 0.578 | 663 |

A hundredfold increase in flux raises the retained damage by a factor of 2.96. The locked fraction itself rises about nineteenfold, but $s$ contributes equally at every flux and dilutes the contrast. At the highest flux the implant lasts only 10 ms, one lifetime. The finite-fluence correction is then substantial: $q=0.759$, whereas $F=0.578$. The ceiling at this fluence is 0.695.

The formula was tested against a simulation that placed ions at random in a periodic area, gave each patch a random lifetime and searched for its actual later neighbours. The simulated fractions were $0.0302\pm0.0006$, $0.2201\pm0.0014$ and $0.5780\pm0.0011$, with one standard error quoted. They agree with the formula within those errors. This tests the averaging and the geometry, not whether real silicon obeys the locking rule.

## Temperature moves the crossover

If recovery is thermally activated over a barrier $E$,

$$\tau=\nu^{-1}e^{E/kT},$$

where $\nu$ is the attempt rate, $k$ is Boltzmann's constant and $T$ now denotes absolute temperature. Keep $d$, $s$, $u$ and the fluence fixed. Equal damage then requires equal $x$, and hence equal $\phi\tau$. For two conditions,

$$\phi_1e^{E/kT_1}=\phi_2e^{E/kT_2},$$

and taking logarithms gives

$$\ln\frac{\phi_2}{\phi_1}=\frac Ek\left(\frac1{T_1}-\frac1{T_2}\right).$$

The hotter wafer needs the larger flux because its patches recover sooner. For an assumed $E=0.7$ eV and $T_1=300$ K, a tenfold flux increase is balanced at $T_2=328$ K, where the lifetime has fallen from 10 ms to 1 ms. A simulation at $10^{14}\ \mathrm{cm^{-2}\,s^{-1}}$ with this shorter lifetime gave $F=0.2207$, against the formula's 0.2209 for $10^{13}\ \mathrm{cm^{-2}\,s^{-1}}$ at 300 K.

The flux effect therefore has a temperature window. In a much colder wafer $\tau\gg t_i$ throughout, and $F$ is already near its ceiling. In a much hotter wafer $\tau\ll t_i$, and $F$ is small at all the fluxes considered. The largest change in retained damage between two given fluxes lies between these limits.

## Many lifetimes weaken the flux dependence

Real damage contains defects of different kinds, so a single lifetime is a strong assumption. In a long implant, a patch with definite lifetime $L$ is locked if the first impact comes before $L$, which has probability $1-e^{-L/t_i}$. Averaging over patches gives

$$q=1-\left\langle e^{-\phi\sigma L}\right\rangle .$$

At low flux this is $\phi\sigma\langle L\rangle$, provided the mean lifetime is finite. The leading law depends on the mean lifetime and not on the shape of the distribution. At $10^{12}\ \mathrm{cm^{-2}\,s^{-1}}$, a simulation in which every patch lived for 10 ms gave $0.0311\pm0.0006$, consistent with $x=0.0314$.

The range over which the linear law holds does depend on the distribution. Suppose that each kind of patch recovers exponentially, with its mean lifetime $\tau$ spread evenly in $\ln\tau$ between $\tau_1$ and $\tau_2$. Averaging the race probability gives

$$\begin{aligned}
q&=\frac{1}{\ln(\tau_2/\tau_1)}
\int_{\tau_1}^{\tau_2}\frac{d\tau}{\tau}\,
\frac{\phi\sigma\tau}{1+\phi\sigma\tau}\\
&=\frac{1}{\ln(\tau_2/\tau_1)}
\ln\frac{1+\phi\sigma\tau_2}{1+\phi\sigma\tau_1}.
\end{aligned}$$

When $\phi\sigma\tau_1\ll1\ll\phi\sigma\tau_2$, the numerator in the logarithm is nearly $\phi\sigma\tau_2$ and the denominator nearly one. Then $q$ grows as the logarithm of the flux. Each decade of flux brings one more decade of lifetimes into play.

For lifetimes from 0.1 ms to 1 s, $q$ is 0.154, 0.377 and 0.621 at the three fluxes. It rises by a factor of 4, compared with 25 for the single 10 ms lifetime. At 300 K this spread corresponds to a barrier range of only 0.24 eV if the attempt rate is common. These are long-implant values; the longest lifetimes here are not short compared with the example's implant times. A weak measured flux dependence would therefore not, by itself, rule out the race mechanism.

## Which flux counts in a scanned beam?

A scanned beam visits a given point in bursts, so its average and instantaneous fluxes differ. Let $t(m)$ be the time at which the expected number of impacts in $\sigma$ has reached $m$. For a patch made at $m$, the first later impact occurs at $m'$ with density $e^{-(m'-m)}$. The patch is still alive then with probability $e^{-[t(m')-t(m)]/\tau}$. Averaging over $m$ gives

$$F=\frac1N\int_0^N dm\int_m^N dm'\,
e^{-(m'-m)-[t(m')-t(m)]/\tau}.$$

Take an average flux of $10^{13}\ \mathrm{cm^{-2}\,s^{-1}}$, with the beam on for one tenth of each period. With 100 passes and a period of 1 ms, $F=0.221$, the same as for the uniform beam to three digits. With 10 passes and a period of 10 ms, $F=0.239$, about 8% higher.

A simple limit shows the origin of this rise and its approximate size. Let very short pulses of period $p$ each deliver $\delta$ expected impacts, and keep only the first order in locking. A patch has on average $\delta/2$ successors in its own pulse. Those in later pulses are weighted by survival:

$$\frac\delta2+\delta\sum_{j=1}^{\infty}e^{-jp/\tau}
=\frac\delta2\,\frac{1+e^{-p/\tau}}{1-e^{-p/\tau}}
=\frac\delta2\coth\frac{p}{2\tau}.$$

A uniform beam of the same average flux gives $\delta\tau/p$. The ratio is $(p/2\tau)\coth(p/2\tau)$, which is 1.08 for $p=\tau$ and tends to one for $p\ll\tau$. The close match with the 8% found above is partly accidental. The finite length of the pulses in the example lowers the ratio, while the small number of passes raises it, because the uniform beam loses relatively more locking at the end of the implant; the two effects nearly cancel. Thus the average flux is sufficient when the scan period is short compared with the defect lifetime or, if there are several lifetimes, with each one that contributes appreciably to the locking under the scanned beam itself. A short-lived kind of patch that adds little under a uniform beam can add much more in intense bursts, because its successors then arrive sooner. When the period is not short, the beam's time structure may have to be kept.

## Where the model meets real silicon

The chosen fluence is at the low end of implantation practice; many doping implants use fluences higher by orders of magnitude. The values of $d$, $\tau$, $s$ and $u$ are rough and depend on the ion, the temperature and the defects involved. The barrier $E=0.7$ eV is likewise an assumed value, and a single barrier need not hold over the whole temperature range; with $E=0.4$ eV the same formula moves the balancing temperature from 328 K to about 350 K. Averaged over an assumed damaged depth of 150 nm, the retained damage is between 0.03 and 0.09 atomic percent. That is dilute on average, although individual clusters can be much denser. The model does not describe the growth of an amorphous layer at high fluence.

Another assumption that may fail in real silicon is that stable damage does not capture fresh defects. Every earlier impact within reach has left some stable damage, and on average $m$ such impacts precede an ion arriving at $m$. Suppose that each site independently captures the new patch with probability $c$. With a Poisson number of sites of mean $m$, the probability of escaping them all is

$$\sum_{n=0}^{\infty}\frac{e^{-m}m^n}{n!}(1-c)^n=e^{-m}e^{m(1-c)}=e^{-cm}.$$

A patch that escapes can still be locked by a later impact, so

$$F_c=\frac1N\int_0^N\left[1-e^{-cm}\bigl(1-P(N-m)\bigr)\right]dm .$$

The bracket still rises with $P$, so the direction of the flux trend survives. Its size may not. For $c=0.1$, $F_c$ rises from 0.168 at the lowest flux to 0.651 at the highest. With the same $s$ and $u$, the damage ratio becomes $721/334=2.16$ instead of 2.96. For $c=1$, $F_c$ runs from 0.705 to 0.906, and the ratio is only $925/764=1.21$. Capture adds damage at every flux, but most at low flux, where more patches were left to recover. Since $c$ is not known here, the factor of 2.96 is a result of the model and not a prediction for a particular implanter.

Two other assumptions also affect the numbers. If an encounter with a living, not yet locked patch locks both patches, while an already locked patch has no effect on newcomers, the locked fractions become 0.059, 0.356 and 0.733. The first is nearly double its former value, because at low flux each rare encounter now saves two patches. If differences in depth are represented simply by halving the effective area $\sigma$ for every patch, both $x$ and $N$ are halved, and the fractions fall to 0.015, 0.124 and 0.392. In both cases the rise with flux remains.

Beam heating acts in the opposite direction, because it shortens the lifetime. For a wafer 0.725 mm thick that keeps all the ion energy and spreads it evenly, the temperature rise is about 0.14 K at this fluence. Even if that full rise were present throughout the implant, $F$ at the middle flux would fall only from 0.221 to 0.219. The energy deposited grows with fluence, so this estimate does not carry over to a heavy implant.

The chance that a second ion lands within reach during the 10 ps collision phase is about $3\times10^{-9}$, even at $10^{14}\ \mathrm{cm^{-2}\,s^{-1}}$. In this example, the flux effect comes from defects that outlive their cascade by many orders of magnitude, and for a uniform beam, a single lifetime and no capture by stable damage, the locked fraction at fixed fluence is governed by $\tau/t_i$. The full set of values is given in the numerical output below.

## Values computed for the example and the checks

```
Ion energy: 100 keV
Fluence: 1.0e+12 cm^-2
Reach: 10.0 nm; area: 3.142e-12 cm^2
Mean lifetime: 10.0 ms
Temperature: 300.0 K; barrier: 0.70 eV
Implied attempt rate: 5.75e+13 s^-1
Stable yield s: 200 displaced atoms/ion
Patch yield u: 800 displaced atoms/ion
Mean impacts per area N: 3.142
Flux where lifetime equals interval: 3.183e+13 cm^-2 s^-1
FLUX 1.0e+12 cm^-2 s^-1
  implant time: 1000.0 ms
  impact interval: 318.31 ms; x: 0.0314
  long-implant locked fraction q: 0.0305
  finite-fluence locked fraction F: 0.0302
  simulated F: 0.0302 +/- 0.0006
  retained damage: 224.1 displaced atoms/ion
  mean displaced fraction: 0.0299 atomic percent
FLUX 1.0e+13 cm^-2 s^-1
  implant time: 100.0 ms
  impact interval: 31.83 ms; x: 0.3142
  long-implant locked fraction q: 0.2391
  finite-fluence locked fraction F: 0.2209
  simulated F: 0.2201 +/- 0.0014
  retained damage: 376.7 displaced atoms/ion
  mean displaced fraction: 0.0503 atomic percent
FLUX 1.0e+14 cm^-2 s^-1
  implant time: 10.0 ms
  impact interval: 3.18 ms; x: 3.1416
  long-implant locked fraction q: 0.7585
  finite-fluence locked fraction F: 0.5783
  simulated F: 0.5780 +/- 0.0011
  retained damage: 662.6 displaced atoms/ion
  mean displaced fraction: 0.0885 atomic percent
Damage ratio, highest/lowest flux: 2.957
Ceiling of F: 0.6954; simulated: 0.6950
Fixed-lifetime F at lowest flux: 0.0311 +/- 0.0006
Temperature balancing tenfold flux: 327.88 K
Lifetime there: 1.000 ms; simulated F: 0.2207
NEGLECTED EFFECTS; lists follow increasing flux
Both patches locked, F: 0.0586, 0.3559, 0.7326
Stable capture probability 0.1, F: 0.1678, 0.3334, 0.6512
Stable capture probability 1.0, F: 0.7047, 0.7672, 0.9057
Half the depth overlap, F: 0.0153, 0.1240, 0.3915
Lifetime spread: 0.1 to 1000 ms
Equivalent barrier spread: 0.238 eV
Spread lifetimes, long-implant q: 0.1543, 0.3773, 0.6213
Scan comparison average flux: 1.0e+13 cm^-2 s^-1; duty: 0.1
Uniform beam F: 0.2209
10 passes, period 10.0 ms, F: 0.2385
100 passes, period 1.0 ms, F: 0.2211
Wafer thickness: 0.725 mm; heating bound: 0.135 K
Middle-flux F with that heating: 0.2190
Collision phase: 10 ps; overlap chance: 3.14e-09
```
